\section*{Peaked, sloped, bifurcating and single-path conical intersections from two derivations}

\section{A cone tilted along its shallow axis}

Take two electronic states that are degenerate at a point, and let $\mathbf R=r(\cos\theta,\sin\theta)$ be a small displacement from it. Suppose that the lower energy is
\begin{equation}
E_-=r\left[s\sin\theta-\sqrt{\lambda_1\cos^2\theta+\lambda_2\sin^2\theta}\,\right],\qquad \lambda_1>\lambda_2>0,\quad s>0 .
\end{equation}
Without the first term the cone falls most steeply along $\theta=0,\pi$, with slope $-\sqrt{\lambda_1}$. The first term tilts it along the other, shallow axis. Put $y=\sin\theta$ and $D=\lambda_1-\lambda_2$. The slope $f=E_-/r$ becomes
\begin{equation}
f(y)=s\,y-\sqrt{\lambda_1-Dy^2},\qquad \frac{df}{dy}=s+\frac{Dy}{\sqrt{\lambda_1-Dy^2}},\qquad -1\le y\le1 .
\end{equation}
The second term of $df/dy$ increases with $y$, so $f$ is convex and its largest value is at an end. At $y=-1$ it is $-s-\sqrt{\lambda_2}<0$; at $y=1$ it is $s-\sqrt{\lambda_2}$. Hence every direction is downhill if $s^2<\lambda_2$, and an uphill sector exists if $s^2>\lambda_2$.

The lowest slope lies inside the interval if $df/dy<0$ at $y=-1$, which means $s<D/\sqrt{\lambda_2}$. An interior $y$ belongs to two angles, with opposite $\cos\theta$, so there are two equivalent valleys. For $s\ge D/\sqrt{\lambda_2}$ the minimum is at $y=-1$, a single angle.

Two different questions have been answered: whether all directions go down, and how many valleys there are. An uphill sector and two valleys coexist if $\lambda_2<s^2<D^2/\lambda_2$, which requires $\lambda_1>2\lambda_2$.

A tilt along the steep axis is as easy. With $x=\cos\theta$, $f=sx-\sqrt{\lambda_2+Dx^2}$ is strictly concave in $x$, so minima can occur at $x=\pm1$ alone. The one at $x=-1$ is always present, because $df/dx=s+D/\sqrt{\lambda_1}>0$ there. The one at $x=1$ needs $df/dx<0$, or $s<D/\sqrt{\lambda_1}$. All directions are downhill if $s^2x^2<\lambda_2+Dx^2$ for all $x^2\le1$, which gives $s^2<\lambda_1$.

\section{The general linear cone and its parameters}

To first order in the branching plane, with the energy of the intersection as zero,
\begin{equation}
H=(\mathbf s\cdot\mathbf R)\,\mathbf 1+\begin{pmatrix}\mathbf g\cdot\mathbf R&\mathbf h\cdot\mathbf R\\ \mathbf h\cdot\mathbf R&-\mathbf g\cdot\mathbf R\end{pmatrix}.
\end{equation}
Here $\mathbf s$ is the mean gradient of the two states, $\mathbf g$ half their gradient difference, and $\mathbf h$ the gradient of their coupling. The traceless matrix squares to $[(\mathbf g\cdot\mathbf R)^2+(\mathbf h\cdot\mathbf R)^2]\mathbf 1$. With $\mathbf R=r\mathbf u$, $|\mathbf u|=1$, the energies are therefore
\begin{equation}
E_\pm=r(\mathbf s\cdot\mathbf u\pm w),\qquad w^2=\mathbf u^TG\mathbf u,\qquad G=\mathbf g\mathbf g^T+\mathbf h\mathbf h^T .
\end{equation}
A rotation of the two degenerate states by $\beta$ rotates the pair $(\mathbf g,\mathbf h)$ into orthogonal combinations with angle $2\beta$ and leaves $G$ unchanged. The vectors $\mathbf g$ and $\mathbf h$ need not be orthogonal, but they must be linearly independent, so that both eigenvalues of $G$, $\lambda_1\ge\lambda_2$, are positive.

Use the eigenvectors of $G$ as axes, the steep one first, with signs chosen so that $s_1,s_2\ge0$. Then $w^2=\lambda_1u_1^2+\lambda_2u_2^2$, with $u_1=\cos\theta$ and $u_2=\sin\theta$. The pitch $\delta$, asymmetry $\Delta$, relative tilt $\sigma$ and heading $\theta_s$ are defined by
\begin{equation}
\lambda_{1,2}=\delta^2(1\pm\Delta),\qquad (s_1,s_2)=\delta\sigma(\cos\theta_s,\sin\theta_s).
\end{equation}

The result to be derived uses two numbers:
\begin{align}
P&=\frac{s_1^2}{\lambda_1}+\frac{s_2^2}{\lambda_2}
=\frac{\sigma^2(1-\Delta\cos2\theta_s)}{1-\Delta^2},\label{P}\\
B&=\frac{(\lambda_1s_1^2)^{1/3}+(\lambda_2s_2^2)^{1/3}}{D^{2/3}}\nonumber\\
&=\left(\frac{\sigma^2}{4\Delta^2}\right)^{1/3}\!\left\{[(1+\Delta)\cos^2\theta_s]^{1/3}+[(1-\Delta)\sin^2\theta_s]^{1/3}\right\}.\label{B}
\end{align}
The second form of $P$ follows from $(1-\Delta)\cos^2\theta_s+(1+\Delta)\sin^2\theta_s=1-\Delta\cos2\theta_s$. That of $B$ follows from $D=2\delta^2\Delta$; the factor $\delta^{4/3}$ cancels. The pitch sets the steepness and drops out of the classification.

The cone is peaked for $P<1$ and sloped for $P>1$. It is bifurcating for $B<1$ and single-path for $B\ge1$. The word ``path'' needs a definition, since the downhill directions form a continuum.

\section{What is counted}

Write $E_-=rf(\theta)$, $f=\mathbf s\cdot\mathbf u-w$. The radial and angular components of the gradient are $f$ and $f'$, so steepest descent obeys $\dot r=-f$ and $r\dot\theta=-f'$. Division gives
\begin{equation}
\frac{d\theta}{d\ln r}=\frac{f'}{f}.
\end{equation}
Straight rays have $f'=0$. The angle moves towards lower $f$, so minima of $f$ attract paths and maxima are ridges separating the basins. A path is thus an angular minimum of the lower cone.

Such a minimum is downhill. To see this, differentiate $w^2$ twice:
\begin{equation}
ww'=-Du_1u_2,\qquad w'^2+ww''=-D(u_1^2-u_2^2).
\end{equation}
Multiplying $w+w''$ by $w^3$ and inserting these two relations,
\begin{align}
w^3(w+w'')&=w^2\left[w^2-D(u_1^2-u_2^2)\right]-D^2u_1^2u_2^2\nonumber\\
&=(\lambda_1u_1^2+\lambda_2u_2^2)(\lambda_2u_1^2+\lambda_1u_2^2)-D^2u_1^2u_2^2\nonumber\\
&=\lambda_1\lambda_2(u_1^2+u_2^2)^2=\lambda_1\lambda_2 .
\end{align}
Define $\rho=w+w''=\lambda_1\lambda_2/w^3$. Since $(\mathbf s\cdot\mathbf u)''=-\mathbf s\cdot\mathbf u$,
\begin{equation}
f''=-f-\rho .\label{fpp}
\end{equation}
At a minimum $f''\ge0$, hence $f\le-\rho<0$. A small angular deviation from a nondegenerate minimum obeys $d\ln|\delta\theta|/d\ln r=f''/f$ and decays as $r^{-\kappa}$ with
\begin{equation}
\kappa=\frac{f''}{|f|}=1-\frac{\lambda_1\lambda_2}{w^3|f|}<1 .\label{kappa}
\end{equation}

\section{First derivation: the angular profile}

\subsection{All directions downhill}

The condition $f<0$ for all $\mathbf u$ reads $\mathbf s\cdot\mathbf u<w$. As $w(-\mathbf u)=w(\mathbf u)$, it is equivalent to $(\mathbf s\cdot\mathbf u)^2<w^2$ for all $\mathbf u$, that is, to a positive definite $M=G-\mathbf s\mathbf s^T$. In the direction perpendicular to $\mathbf s$, $M$ gives $w^2>0$, so at least one eigenvalue is positive. The sign of the other is that of
\begin{align}
\det M&=(\lambda_1-s_1^2)(\lambda_2-s_2^2)-s_1^2s_2^2\nonumber\\
&=\lambda_1\lambda_2-\lambda_2s_1^2-\lambda_1s_2^2=\lambda_1\lambda_2(1-P).
\end{align}
This gives the boundary $P=1$. For $P>1$ let $\mu_-<0<\mu_+$ be the eigenvalues of $M$. At angle $\phi$ from the eigenvector of $\mu_-$, the form is $\mu_-\cos^2\phi+\mu_+\sin^2\phi$. It is negative for $\tan^2\phi<-\mu_-/\mu_+$, so the uphill arc has width $2\arctan\sqrt{-\mu_-/\mu_+}$. The opposite arc has $\mathbf s\cdot\mathbf u<0$ and is downhill.

Because $E_+(\mathbf R)=-E_-(-\mathbf R)$, the upper cone rises in every direction if the lower one falls in every direction. Within the branching plane, a peaked intersection is a local minimum of the upper surface; a sloped one is not.

\subsection{The number of minima}

Let $D>0$. As $\mathbf s$ varies, minima and maxima can appear or vanish only where $f'=f''=0$. These conditions are $\mathbf s\cdot\mathbf u'=w'$ and $\mathbf s\cdot\mathbf u=-w''=w-\rho$, with $\mathbf u'=(-u_2,u_1)$. Hence $\mathbf s=(w-\rho)\mathbf u+w'\mathbf u'$, and with $w'=-Du_1u_2/w$,
\begin{align}
s_1&=\frac{u_1(w^2+Du_2^2)}{w}-\rho u_1
=\frac{\lambda_1u_1(w^2-\lambda_2)}{w^3}=\frac{\lambda_1Du_1^3}{w^3},\\
s_2&=\frac{u_2(w^2-Du_1^2)}{w}-\rho u_2
=\frac{\lambda_2u_2(w^2-\lambda_1)}{w^3}=-\frac{\lambda_2Du_2^3}{w^3}.
\end{align}
Here $w^2+Du_2^2=\lambda_1$ and $w^2-Du_1^2=\lambda_2$ were used, each twice. To eliminate the angle, form
\begin{equation}
(\lambda_1s_1^2)^{1/3}+(\lambda_2s_2^2)^{1/3}
=D^{2/3}\,\frac{\lambda_1u_1^2+\lambda_2u_2^2}{w^2}=D^{2/3},
\end{equation}
which is $B=1$.

Along each straight line from $\mathbf s=0$, $B$ grows as $|\mathbf s|^{2/3}$ and passes through one once. The regions $B<1$ and $B>1$ are therefore each connected, and one count suffices for each. At $\mathbf s=0$, $f=-w$ has two minima, at $\theta=0,\pi$. For very large tilt $f$ approaches a single cosine, with one minimum. So $B<1$ gives two paths and $B>1$ gives one.

\section{Second derivation: the ellipse of gradients}

\subsection{An equation for all rays}

Now start from forces. The gradient of the lower state in direction $\mathbf u$ is
\begin{equation}
\nabla E_-=\mathbf s-\mathbf n,\qquad \mathbf n=\frac{G\mathbf u}{w},\qquad \mathbf n^TG^{-1}\mathbf n=\frac{\mathbf u^TG\mathbf u}{w^2}=1 .
\end{equation}
As $\mathbf u$ turns, $\mathbf n$ runs over an ellipse with semi-axes $\sqrt{\lambda_1},\sqrt{\lambda_2}$. On a straight ray the gradient is radial, $\mathbf s-\mathbf n=f\mathbf u$. Insert $\mathbf u=wG^{-1}\mathbf n$ and define $k=-fw$, which is positive for a downhill ray:
\begin{equation}
s_i=n_i\left(1-\frac{k}{\lambda_i}\right),\qquad n_i=\frac{\lambda_is_i}{\lambda_i-k}.
\end{equation}
Since $\mathbf n$ lies on the ellipse,
\begin{equation}
F(k)\equiv\frac{\lambda_1s_1^2}{(\lambda_1-k)^2}+\frac{\lambda_2s_2^2}{(\lambda_2-k)^2}=1 .\label{F}
\end{equation}
Conversely, each root fixes $\mathbf n$ and then $\mathbf u$, the unit vector along $G^{-1}\mathbf n$. For $s_1,s_2>0$ and $D>0$ the rays are thus in one-to-one correspondence with the real roots of $F=1$.

\subsection{Counting the roots}

For $k>\lambda_1$, $F$ falls from infinity to zero: one root. For $k<\lambda_2$ it rises from zero to infinity: one root. Since $F(0)=P$, that root is positive, hence downhill, for $P<1$ and negative for $P>1$. Between $\lambda_2$ and $\lambda_1$, $F$ is strictly convex and infinite at both ends, so it has two roots if its minimum is below one and none if it is above. Set $p^3=\lambda_1s_1^2$ and $q^3=\lambda_2s_2^2$. The minimum satisfies
\begin{equation}
\frac{p^3}{(\lambda_1-k)^3}=\frac{q^3}{(k-\lambda_2)^3}
\;\Rightarrow\;\lambda_1-k=\frac{Dp}{p+q},\quad k-\lambda_2=\frac{Dq}{p+q},
\end{equation}
and therefore
\begin{equation}
F_{\min}=\frac{(p+q)^2}{D^2}(p+q)=\frac{(p+q)^3}{D^2}=B^3 .
\end{equation}
Both boundaries come from one function: $P$ is its value at $k=0$, and $B^3$ its minimum between the poles. The number of downhill straight rays, valleys and ridges together, follows:
\begin{center}
\begin{tabular}{lcc}
 & $B<1$ & $B>1$\\
$P<1$ & 4 & 2\\
$P>1$ & 3 & 1
\end{tabular}
\end{center}

\subsection{Which rays are valleys}

With $a_i=s_i^2/(\lambda_i-k)^2$, equation (\ref{F}) is $\lambda_1a_1+\lambda_2a_2=1$. Because $u_i=wn_i/\lambda_i$, normalization gives $a_1+a_2=1/w^2$. Then
\begin{align}
\frac{F'(k)}2&=\frac{\lambda_1a_1}{\lambda_1-k}+\frac{\lambda_2a_2}{\lambda_2-k}
=\frac{\lambda_1\lambda_2/w^2-k}{(\lambda_1-k)(\lambda_2-k)},\\
f''&=\frac kw-\frac{\lambda_1\lambda_2}{w^3}
=-\frac{F'(k)}{2w}(\lambda_1-k)(\lambda_2-k).
\end{align}
The root above $\lambda_1$ has $F'<0$ and a positive product, so it is a valley. The root below $\lambda_2$ has $F'>0$ and is a ridge. Of the two middle roots, the larger has $F'>0$ with a negative product and is a valley; the smaller is a ridge. This confirms two valleys for $B<1$ and one for $B>1$.

At $B=1$ off the axes the middle roots merge, with $f'=f''=0$. Differentiating (\ref{fpp}) gives $f'''=3\lambda_1\lambda_2w'/w^4\ne0$, an inflection and not a valley. One angular minimum, hence one path, remains. The merged ray is still downhill, with $f=-\rho<0$, and it attracts from one side. There $d\,\delta\theta/d\ln r\simeq f'''\delta\theta^2/(2f)$, so paths started in the sector of the vanished valley approach it slowly, with $|\delta\theta|\sim1/\ln r$. They pass on to the remaining valley only for $B>1$. On the axes, where a pole of $F$ is lost, the opening calculations apply and also give one path at $B=1$.

The geometry is direct. Since $\mathbf n=w\mathbf u+w'\mathbf u'$, its derivative is $(w+w'')\mathbf u'=\rho\mathbf u'$, so $\rho$ is the radius of curvature of the ellipse. A merger, $f=-\rho$, puts $\mathbf s=\mathbf n-\rho\mathbf u$ at a centre of curvature. A cone is peaked if $\mathbf s$ lies inside the ellipse and bifurcating if it lies inside the evolute, the curve of these centres.

\section{What each derivation assumes}

Both derivations assume a linear Hamiltonian, $\lambda_2>0$ and a chosen metric. The first needs the curve of mergers, continuity in $\mathbf s$ and one known count on each side. For another smooth angular profile the boundary would change, and it could divide the plane of $\mathbf s$ into more than two regions, each needing its own count. The second needs no continuity argument and finds the ridges too, but it relies on $w^2$ being quadratic in $\mathbf u$, and the axes need separate care.

At $\Delta=0$ the evolute shrinks to a point. Then $f=\mathbf s\cdot\mathbf u-\sqrt{\lambda_1}$ has one minimum for any nonzero tilt, and no preferred direction without tilt. Sloped bifurcating cones need $\Delta>1/3$ for every heading: if $B<1$,
\begin{equation}
P=\frac{p^3}{\lambda_1^2}+\frac{q^3}{\lambda_2^2}\le\frac{(p+q)^3}{\lambda_2^2}<\frac{D^2}{\lambda_2^2},
\end{equation}
so $P>1$ requires $D>\lambda_2$, which is $\Delta>1/3$. This bound is necessary, and it is sharp only for a tilt along the shallow axis. At $\theta_s=45^\circ$, setting $P=B=1$ gives a threshold near $\Delta=0.67$. Along the steep axis the class does not occur, since $s^2>\lambda_1$ and $s<D/\sqrt{\lambda_1}$ would need $D>\lambda_1$.

The metric affects the two labels differently. Under $\mathbf q=L\mathbf R$ gradients become $L^{-T}\mathbf s$ and $G$ becomes $L^{-T}GL^{-1}$, so $P=\mathbf s^TG^{-1}\mathbf s$ is unchanged. Steepest descent uses lengths and angles: $B$ is unchanged by rotations and uniform scaling, but in general it changes when the axes are stretched unequally. Coordinates with $G$ proportional to the unit matrix make every tilted cone single-path. A statement about bifurcation must therefore name its coordinates.

Quadratic terms add a correction of order $r$ to $f$. They can decide the type at $P=1$ or $B=1$, and at finite $r$ they can bend the paths and change the number of angular minima. If the mean gradient has a component along the seam, descent also leaves the branching plane. Finally, these paths describe relaxation on the lower surface, not nuclear dynamics with momentum or the branching of a wave packet.

\section{A sloped cone with two paths}

Take model state gradients $(1.8,1.7)$ and $(-2.2,0.7)$ and coupling gradient $(0.6,1.0)$, all in eV/\AA. Half the sum and half the difference are $\mathbf s=(-0.2,1.2)$ and $\mathbf g=(2.0,0.5)$. Then
\begin{equation}
G=\begin{pmatrix}4+0.36&1+0.6\\1+0.6&0.25+1\end{pmatrix}
=\begin{pmatrix}4.36&1.60\\1.60&1.25\end{pmatrix},
\end{equation}
with $\lambda_{1,2}=2.805\pm\sqrt{1.555^2+1.60^2}=5.036,\ 0.574$ in (eV/\AA)$^2$. Hence $\delta=1.675$ eV/\AA, $\Delta=0.795$, $\sigma=0.726$ and $\theta_s=76.55^\circ$. From $|\mathbf s|^2=1.48$ one finds $s_1^2=0.080$ and $s_2^2=1.400$, so
\begin{align}
P&\simeq\frac{0.080}{5.036}+\frac{1.400}{0.574}\simeq2.46,\\
B&\simeq\frac{(0.403)^{1/3}+(0.803)^{1/3}}{(4.462)^{2/3}}\simeq\frac{0.739+0.930}{2.710}\simeq0.616 .
\end{align}
The cone is sloped and bifurcating. Its uphill arc is $44.8^\circ$ wide.

Measured from the first coordinate axis, the valleys lie at $230.8^\circ$ and $347.3^\circ$, with slopes $-2.82$ and $-2.34$ eV/\AA. The ridges lie at $296.4^\circ$ and $110.6^\circ$, with slopes $-1.93$ and $+0.43$ eV/\AA. Three straight rays go down, as the table requires. The basins, $185.8^\circ$ and $174.2^\circ$ wide, are nearly equal although the slopes differ; the steeper valley has the slightly wider one. These widths run from ridge to ridge and include the uphill arc; their downhill parts are $164.4^\circ$ and $150.8^\circ$.

For the steeper valley, $w^2=\mathbf u^TG\mathbf u\simeq4.06$ and $w\simeq2.02$ eV/\AA, so $k\simeq2.82\times2.02\simeq5.7$, above $\lambda_1$ as derived. Equation (\ref{kappa}) gives $\kappa\simeq1-2.89/(8.19\times2.82)\simeq0.875$; the integrated descent path gives the same value. For the other valley $\kappa\simeq0.813$. Paths thus turn towards their rays gradually, and in angle only: since $\kappa<1$, the perpendicular distance $r\,|\delta\theta|\propto r^{1-\kappa}$ still grows. Halving a small angular deviation takes an increase of $r$ by a factor $2^{1/\kappa}$, about 2.2 and 2.3.

Now give the first coordinate four times the mass of the second. In the scaled coordinate $q_1=2R_1$ the first component of each gradient is halved. The asymmetry falls to $0.687$, the relative tilt rises to $1.113$, and the heading becomes $46.9^\circ$. $P$ stays at $2.46$, but $B$ rises to $1.28$: one path is left, at $252.2^\circ$ in the scaled plane. The change occurs at a mass ratio of about $2.05$. The energy surface is the same throughout; what has changed is the meaning of steepest descent. The numerical output below also lists one cone of each class at $\Delta=0.6$.

\section*{Calculated quantities}
\begin{verbatim}
gradient of state 1 (eV/A): [1.8 1.7]
gradient of state 2 (eV/A): [-2.2  0.7]
mean gradient s (eV/A): [-0.2  1.2]
half difference g (eV/A): [2.  0.5]
coupling gradient h (eV/A): [0.6 1. ]
G11, G12, G22 (eV^2/A^2): 4.3600 1.6000 1.2500
eigenvalues of G (eV^2/A^2): 5.0361 0.5739
steep axis angle (deg): 22.91
pitch (eV/A): 1.6748
asymmetry: 0.7954
relative tilt: 0.7264
heading from steep axis (deg): 76.55
P: 2.4555   B: 0.6155
class: sloped, bifurcating
uphill arc of lower cone (deg): 44.80
stable ray (deg): 230.75  slope (eV/A): -2.8184
  basin (deg): 185.81  decay exponent: 0.8748  from path: 0.8748
stable ray (deg): 347.26  slope (eV/A): -2.3360
  basin (deg): 174.19  decay exponent: 0.8127  from path: 0.8127
ridge ray (deg): 110.61  slope (eV/A): 0.4313
ridge ray (deg): 296.42  slope (eV/A): -1.9322
mass ratio: 4.0
  asymmetry, tilt: 0.6872 1.1132  heading (deg): 46.91
  P: 2.4555   B: 1.2808   class: sloped, single-path
  stable rays in weighted plane (deg): [252.17]
mass ratio where B = 1: 2.0520
stable rays in isotropic coordinates: 1
prototypes at asymmetry 0.6: tilt, heading (deg), P, B, rays, uphill arc (deg)
  0.5  45  0.3906 0.8441  2  0.00  peaked, bifurcating
  1.1   0  0.7563 1.1037  1  0.00  peaked, single-path
  1.0  90  2.5000 0.6525  2  62.96  sloped, bifurcating
  2.0  45  6.2500 2.1270  1  118.61  sloped, single-path
random cones tested: 492
  peaked, bifurcating: 219
  peaked, single-path: 42
  sloped, bifurcating: 117
  sloped, single-path: 114
\end{verbatim}
